# Why Homogeneous Strain Calculations Fix Gap but Not Band-Edge Deformation Potentials: test program

```python
# Result under test: homogeneous-crystal calculations fix the strain derivative
# of a gap, but not of one band edge, because each strain state has its own
# undetermined constant in the electrostatic potential.
# Model: planar layers, spacing a; each has ion charge +sigma (Gaussian width
# s_ion) and electron charge -sigma (width s_el), in elementary charges per nm^2.
# U is the electron potential energy (eV), U'' = K*rho, K = e/eps0 (V nm).
# D = dE/d(strain), strain along x, in-plane spacing fixed.
# nu: electrons per nm^2 moved outward by one spacing at each slab surface.
# lam: cloud shift / difference of adjacent spacings; no shift if homogeneous.
import numpy as np
from scipy import constants as sc
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

K = sc.e / sc.epsilon_0 * 1e9
C_KIN = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18
a0, sigma, s_ion, s_el = 0.25, 40.0, 0.08, 0.12
nu, lam, step = 0.2, 0.01, 0.005


def fourier_potential(G, a):
    """Fourier coefficients of U; the undetermined G=0 term is set to zero."""
    safe = np.where(G == 0, 1.0, G)
    ion = np.exp(-(safe * s_ion)**2 / 2)
    cloud = np.exp(-(safe * s_el)**2 / 2)
    return np.where(G == 0, 0.0, -K * sigma * (ion - cloud) / (a * safe**2))


def bulk_hamiltonian(a, offset=0.0):
    """Plane-wave Hamiltonian at the zone boundary plus offset*2*pi/a."""
    n = np.arange(-12, 12)
    kinetic = C_KIN * ((n + 0.5 + offset) * 2 * np.pi / a)**2
    G = (n[:, None] - n[None, :]) * 2 * np.pi / a
    return np.diag(kinetic) + fourier_potential(G, a), kinetic, G


def bulk_edges(a):
    return np.linalg.eigvalsh(bulk_hamiltonian(a)[0])[:2]


def midpoint_potential(a):
    n = np.arange(1, 25)
    return 2 * np.sum(fourier_potential(2 * np.pi * n / a, a) * (-1.0)**n)


def gaussian(x, width):
    return np.exp(-x**2 / (2 * width**2)) / (width * np.sqrt(2 * np.pi))


def solve_poisson(centres, shifts=None, extra=()):
    """Integrate U''=K*rho from the left vacuum, where U=0 and U'=0."""
    if shifts is None:
        shifts = np.zeros(len(centres))
    x = np.arange(centres[0] - 1.5, centres[-1] + 1.5, 0.002)
    rho = np.zeros_like(x)
    for centre, shift in zip(centres, shifts):
        rho += sigma * (gaussian(x - centre, s_ion)
                        - gaussian(x - centre - shift, s_el))
    for position, charge in extra:
        rho += charge * gaussian(x - position, s_el)
    return CubicSpline(x, K * rho).antiderivative(2)


def cell_mean(U, centre, a):
    return float(U.integrate(centre - a / 2, centre + a / 2)) / a


def local_edges(U, centre, a):
    """Edges where the one-cell transfer matrix has trace -2."""
    count = 400
    h = a / count
    values = U(centre - a / 2 + (np.arange(count) + 0.5) * h)

    def trace_plus_two(energy):
        E = np.atleast_1d(energy)
        q2 = (E[None, :] - values[:, None]) / C_KIN
        q = np.sqrt(q2 + 0j)
        c = np.cos(q * h).real
        s = (h * np.sinc(q * h / np.pi)).real
        p, dp = np.ones(len(E)), np.zeros(len(E))
        r, dr = np.zeros(len(E)), np.ones(len(E))
        for j in range(count):
            p, dp = c[j] * p + s[j] * dp, -q2[j] * s[j] * p + c[j] * dp
            r, dr = c[j] * r + s[j] * dr, -q2[j] * s[j] * r + c[j] * dr
        return p + dr + 2

    energies = cell_mean(U, centre, a) + np.linspace(3, 9, 61)
    f = trace_plus_two(energies)
    places = np.where(f[:-1] * f[1:] < 0)[0]
    assert len(places) == 2
    return np.array([brentq(lambda E: float(trace_plus_two(E)[0]),
                            energies[i], energies[i + 1], xtol=1e-10)
                     for i in places])


def slab(a, moved):
    centres = np.arange(24) * a
    extra = [(centres[0] - a, -moved), (centres[0], moved),
             (centres[-1], moved), (centres[-1] + a, -moved)]
    return solve_poisson(centres, extra=extra), centres[12]


def mean_from_moment(a, moved=0.0, cloud_width=s_el):
    second_moment = sigma * (s_ion**2 - cloud_width**2) - 2 * moved * a**2
    return K * second_moment / (2 * a)


def junction(strain, response, width=12):
    """Left side unstrained, right side strained, graded over width gaps."""
    ramp = (np.arange(width) + 1) / (width + 1)
    profile = np.concatenate([np.zeros(12), ramp, np.ones(12)])
    gaps = a0 * (1 + strain * profile)
    centres = np.concatenate([[0.0], np.cumsum(gaps)])
    shifts = np.zeros(len(centres))
    shifts[1:-1] = response * np.diff(gaps)
    return solve_poisson(centres, shifts), centres[6], centres[-7]


def edge_step(strain, response):
    U, left, right = junction(strain, response)
    return (local_edges(U, right, a0 * (1 + strain))
            - local_edges(U, left, a0))


a_plus, a_minus = a0 * (1 + step), a0 * (1 - step)
edges0 = bulk_edges(a0)
D_mean = (bulk_edges(a_plus) - bulk_edges(a_minus)) / (2 * step)
D_mid = D_mean - (midpoint_potential(a_plus)
                  - midpoint_potential(a_minus)) / (2 * step)

# Finite-difference derivatives against Hellmann-Feynman expectation values.
H, kinetic, G = bulk_hamiltonian(a0)
vectors = np.linalg.eigh(H)[1][:, :2]
safe_G = np.where(G == 0, 1.0, G)
ion_term = (1 + (G * s_ion)**2) * np.exp(-(G * s_ion)**2 / 2)
cloud_term = (1 + (G * s_el)**2) * np.exp(-(G * s_el)**2 / 2)
dU = np.where(G == 0, 0.0,
              -K * sigma * (ion_term - cloud_term) / (a0 * safe_G**2))
dH = np.diag(-2 * kinetic) + dU
D_hf = np.array([v @ dH @ v for v in vectors.T])
assert np.allclose(D_mean, D_hf, atol=0.01)

# Slabs: Poisson integration and local transfer matrix against bulk + moment.
slab_edges, slab_means = {}, {}
for moved in (0.0, nu):
    for a in (a_minus, a0, a_plus):
        U, centre = slab(a, moved)
        slab_means[moved, a] = cell_mean(U, centre, a)
        slab_edges[moved, a] = local_edges(U, centre, a)
        assert abs(slab_means[moved, a] - mean_from_moment(a, moved)) < 1e-3
        assert np.allclose(slab_edges[moved, a],
                           bulk_edges(a) + mean_from_moment(a, moved), atol=1e-3)
D_slab = {m: (slab_edges[m, a_plus] - slab_edges[m, a_minus]) / (2 * step)
          for m in (0.0, nu)}
assert np.allclose(D_slab[nu] - D_slab[0.0], -K * nu * a0, atol=0.01)

# The altered surface must leave the interior potential shape untouched.
U_A, centre = slab(a0, 0.0)
U_B, centre = slab(a0, nu)
inside = np.linspace(centre - a0, centre + a0, 201)
shape_change = np.ptp(U_B(inside) - U_A(inside))
assert shape_change < 1e-5

# Junctions: same homogeneous crystals, different response to strain gradient.
D_junction = {r: (edge_step(step, r) - edge_step(-step, r)) / (2 * step)
              for r in (0.0, lam)}
for r in (0.0, lam):
    expected = D_mean - mean_from_moment(a0) + K * sigma * r * a0
    assert np.allclose(D_junction[r], expected, atol=0.02)

e_example = 0.01
a1 = a0 * (1 + e_example)
lineups = {}
for r in (0.0, lam):
    for width in (3, 12):
        U, left, right = junction(e_example, r, width)
        lineups[r, width] = cell_mean(U, right, a1) - cell_mean(U, left, a0)
        expected = (mean_from_moment(a1) - mean_from_moment(a0)
                    + K * sigma * r * (a1 - a0))
        assert abs(lineups[r, width] - expected) < 5e-4

# One gap derivative for every reference, but different edge derivatives.
table = [("bulk, mean potential = 0", D_mean),
         ("bulk, midpoint potential = 0", D_mid),
         ("slab A, vacuum = 0", D_slab[0.0]),
         ("slab B, vacuum = 0", D_slab[nu]),
         ("junction, no cloud shift", D_junction[0.0]),
         ("junction, with cloud shift", D_junction[lam])]
gap_derivatives = np.array([D[1] - D[0] for _, D in table])
assert np.ptp(gap_derivatives) < 0.02
assert abs(D_slab[nu][0] - D_slab[0.0][0]) > 0.5
assert abs(D_junction[lam][0] - D_junction[0.0][0]) > 0.5

# Sizes of effects outside the model; material inputs are rough silicon values.
temperature, eps_r, doping_cm3, poisson_ratio = 300.0, 11.7, 1e17, 0.28
kT = sc.k * temperature / sc.e
debye = np.sqrt(eps_r * sc.epsilon_0 * sc.k * temperature
                / (sc.e**2 * doping_cm3 * 1e6)) * 1e9
D_cloud = (mean_from_moment(a_plus, cloud_width=s_el * (1 + step))
           - mean_from_moment(a_minus, cloud_width=s_el * (1 - step))) / (2 * step)
D_rigid = (mean_from_moment(a_plus) - mean_from_moment(a_minus)) / (2 * step)
D_lateral = 2 * poisson_ratio * mean_from_moment(a0)
offset = 0.002
E_near = np.linalg.eigvalsh(bulk_hamiltonian(a0, offset)[0])[1]
dk = offset * 2 * np.pi / a0
mass = C_KIN * dk**2 / (E_near - edges0[1])
slab_length = 24 * a0
confinement = C_KIN * (np.pi / slab_length)**2 / mass
wavelength = sc.h / np.sqrt(2 * np.pi * mass * sc.m_e
                            * sc.k * temperature) * 1e9
steps_example = edge_step(e_example, lam)
nonlinear = steps_example - D_junction[lam] * e_example
grading = 12 * a0
gap = edges0[1] - edges0[0]

print(f"K = e/eps0: {K:.4f} V nm")
print(f"layer spacing: {a0:.3f} nm; areal charge: {sigma:.1f} e/nm^2")
print(f"ion width: {s_ion:.3f} nm; electron-cloud width: {s_el:.3f} nm")
print(f"electron density: {sigma / a0:.1f} per nm^3")
print(f"surface electrons moved, slab B: {nu:.2f} per nm^2")
print(f"cloud-shift coefficient: {lam:.3f} (dimensionless)")
print(f"strain step for derivatives: {step:.4f} (dimensionless)")
print(f"bulk edges, mean zero: Ev {edges0[0]:.4f}, Ec {edges0[1]:.4f} eV")
print(f"gap: {gap:.4f} eV")
for name, moved in (("A", 0.0), ("B", nu)):
    edge = slab_edges[moved, a0]
    print(f"slab {name} mean potential: {slab_means[moved, a0]:.4f} eV")
    print(f"slab {name} edges: Ev {edge[0]:.4f}, Ec {edge[1]:.4f} eV")
print(f"interior shape change A to B: {shape_change:.1e} eV")
print("D = dE/d(strain), in eV:")
for label, D in table:
    print(f"{label}: Dv {D[0]:.3f}, Dc {D[1]:.3f}, Dgap {D[1] - D[0]:.3f} eV")
print(f"Hellmann-Feynman: Dv {D_hf[0]:.3f}, Dc {D_hf[1]:.3f} eV")
print(f"surface contribution to D: {-K * nu * a0:.4f} eV")
print(f"cloud-shift contribution to D: {K * sigma * lam * a0:.4f} eV")
print(f"junction strain: {100 * e_example:.2f} percent")
for r in (0.0, lam):
    for width in (3, 12):
        print(f"mean lineup, coefficient {r:.3f}, {width} graded gaps: "
              f"{1000 * lineups[r, width]:.2f} meV")
print(f"edge steps with cloud shift: Ev {1000 * steps_example[0]:.2f}, "
      f"Ec {1000 * steps_example[1]:.2f} meV")
print(f"nonlinear part: Ev {1000 * nonlinear[0]:.2f}, "
      f"Ec {1000 * nonlinear[1]:.2f} meV")
print(f"mean-potential derivative, rigid cloud: {D_rigid:.3f} eV")
print(f"same, cloud width follows spacing: {D_cloud:.3f} eV")
print(f"rough Poisson ratio: {poisson_ratio:.2f} (dimensionless)")
print(f"lateral-contraction contribution to D: {D_lateral:.3f} eV")
print(f"temperature: {temperature:.0f} K; thermal energy: {1000 * kT:.2f} meV")
print(f"rough relative permittivity: {eps_r:.1f} (dimensionless)")
print(f"carrier density: {doping_cm3:.1e} cm^-3; Debye length: {debye:.2f} nm")
print(f"12-gap grading width: {grading:.2f} nm")
print(f"Ec slope in grading: {10 * steps_example[1] / grading:.4f} MV/cm")
print(f"Ec step / gap: {steps_example[1] / gap:.4f} (dimensionless)")
print(f"conduction mass: {mass:.4f} electron masses")
print(f"thermal wavelength: {wavelength:.2f} nm")
print(f"slab length: {slab_length:.2f} nm; confinement: {confinement:.3f} eV")
print("success")
```

It prints:

```
K = e/eps0: 18.0951 V nm
layer spacing: 0.250 nm; areal charge: 40.0 e/nm^2
ion width: 0.080 nm; electron-cloud width: 0.120 nm
electron density: 160.0 per nm^3
surface electrons moved, slab B: 0.20 per nm^2
cloud-shift coefficient: 0.010 (dimensionless)
strain step for derivatives: 0.0050 (dimensionless)
bulk edges, mean zero: Ev 5.4514, Ec 6.5686 eV
gap: 1.1173 eV
slab A mean potential: -11.5809 eV
slab A edges: Ev -6.1295, Ec -5.0122 eV
slab B mean potential: -12.4856 eV
slab B edges: Ev -7.0343, Ec -5.9170 eV
interior shape change A to B: 3.6e-14 eV
D = dE/d(strain), in eV:
bulk, mean potential = 0: Dv -14.677, Dc -9.535, Dgap 5.142 eV
bulk, midpoint potential = 0: Dv -19.809, Dc -14.667, Dgap 5.142 eV
slab A, vacuum = 0: Dv -3.096, Dc 2.046, Dgap 5.142 eV
slab B, vacuum = 0: Dv -4.001, Dc 1.141, Dgap 5.142 eV
junction, no cloud shift: Dv -3.096, Dc 2.046, Dgap 5.142 eV
junction, with cloud shift: Dv -1.286, Dc 3.855, Dgap 5.142 eV
Hellmann-Feynman: Dv -14.677, Dc -9.535 eV
surface contribution to D: -0.9048 eV
cloud-shift contribution to D: 1.8095 eV
junction strain: 1.00 percent
mean lineup, coefficient 0.000, 3 graded gaps: 114.66 meV
mean lineup, coefficient 0.000, 12 graded gaps: 114.66 meV
mean lineup, coefficient 0.010, 3 graded gaps: 132.76 meV
mean lineup, coefficient 0.010, 12 graded gaps: 132.76 meV
edge steps with cloud shift: Ev -12.45, Ec 39.35 meV
nonlinear part: Ev 0.42, Ec 0.80 meV
mean-potential derivative, rigid cloud: 11.581 eV
same, cloud width follows spacing: -30.111 eV
rough Poisson ratio: 0.28 (dimensionless)
lateral-contraction contribution to D: -6.485 eV
temperature: 300 K; thermal energy: 25.85 meV
rough relative permittivity: 11.7 (dimensionless)
carrier density: 1.0e+17 cm^-3; Debye length: 12.93 nm
12-gap grading width: 3.00 nm
Ec slope in grading: 0.1312 MV/cm
Ec step / gap: 0.0352 (dimensionless)
conduction mass: 0.0444 electron masses
thermal wavelength: 20.42 nm
slab length: 6.00 nm; confinement: 0.235 eV
success
```
